\section*{Convergence of linear-mixing SCF iterations with an inexact eigensolver, part 1}

(Sections cited here and not found follow in the later parts.)

\section{Definitions and conventions}

The system is a closed shell of $2N$ electrons in $M$ orthonormal site orbitals, labelled $\mu,\nu=1,\dots,M$. All matrices are real. The electron populations form a dimensionless vector $n$ with $\sum_\mu n_\mu=2N$. The one-electron Hamiltonian, in joule, depends on $n$ through a site potential,
\begin{equation}
H(n)=H_0+\operatorname{diag}\bigl(v(n)\bigr),\qquad v(n)=\gamma\,(n-n^0),
\label{eq:H}
\end{equation}
where $n^0$ is a fixed reference population with the same sum $2N$ and $\gamma$ is a symmetric matrix of Coulomb repulsions in joule. The eigenpairs of $H(n)$ are $(\varepsilon_j,u_j)$ with $\varepsilon_1\le\dots\le\varepsilon_M$. The index $i$ runs over the occupied levels $1,\dots,N$ and the index $a$ over the virtual levels $N+1,\dots,M$. The matrices $V_o$ and $V_v$ hold the occupied and the virtual eigenvectors as columns, $P=V_oV_o^T$ and $Q=1-P=V_vV_v^T$ are the two projectors, and $g=\varepsilon_{N+1}-\varepsilon_N$ is the gap. The exact output density is
\begin{equation}
\Phi(n)_\mu=2\,P(n)_{\mu\mu},
\end{equation}
with the factor 2 for spin. A self-consistent density obeys $n^*=\Phi(n^*)$.

Every density has the sum $2N$, so every difference of densities lies in the subspace $\mathcal{Z}$ of zero-sum vectors, of dimension $M-1$. We assume that $\gamma$ is positive definite on $\mathcal{Z}$, call its largest eigenvalue there $\gamma_{\max}$, and use on $\mathcal{Z}$ the product and norm
\begin{equation}
\langle y,z\rangle_\gamma=y^T\gamma z,\qquad \|y\|_\gamma=(y^T\gamma y)^{1/2}\le\gamma_{\max}^{1/2}\,\|y\|_2 .
\end{equation}
The unit of $\|y\|_\gamma$ is $\mathrm{J}^{1/2}$, and $\tfrac12\|y\|_\gamma^2$ is the Coulomb energy of the charge error $y$. For matrices $\|\cdot\|_F$ is the Frobenius norm and $\|\cdot\|_2$ the largest singular value, with $\|\cdot\|_2\le\|\cdot\|_F$.

An iterative eigensolver returns an $M\times N$ matrix $X$ with $X^TX=1$, rotated so that $X^THX=\Theta=\operatorname{diag}(\theta_1\le\dots\le\theta_N)$. Its columns $x_i$ are Ritz vectors and the $\theta_i$ are Ritz values. We define
\begin{equation}
R=HX-X\Theta,\qquad \tilde P=XX^T,\qquad \tilde n_\mu=2\tilde P_{\mu\mu},\qquad E=\tilde n-\Phi(n).
\end{equation}
The eigensolver residual $R$ is in joule and obeys $X^TR=X^THX-\Theta=0$. The density error $E$ of the solver lies in $\mathcal{Z}$ because $\operatorname{tr}\tilde P=\operatorname{tr}P=N$. The iteration is linear mixing with $0<\alpha\le1$,
\begin{equation}
n_{k+1}=n_k+\alpha(\tilde n_k-n_k)=G(n_k)+\alpha E_k,\qquad G(n)=(1-\alpha)n+\alpha\Phi(n).
\label{eq:iter}
\end{equation}
Three quantities must be kept apart: the true error $y_k=n_k-n^*$ with size $e_k=\|y_k\|_\gamma$, the exact SCF residual $r_k=\Phi(n_k)-n_k$, and the computed SCF residual $\tilde r_k=\tilde n_k-n_k=r_k+E_k$. Only $\tilde r_k$ and $R_k$ are known during a calculation.

\section{The exact map}

Both derivations need the change of $P$ under a small symmetric change $\delta H$, for $g>0$. Varying $P^2=P$ gives $\delta P=\delta P\,P+P\,\delta P$. Multiplying by $P$ on both sides gives $P\,\delta P\,P=2P\,\delta P\,P$, so this block vanishes, and multiplying by $Q$ on both sides gives $Q\,\delta P\,Q=0$. Only the virtual-occupied block and its transpose remain. Varying $[H,P]=0$ gives $[\delta H,P]+[H,\delta P]=0$. Between $u_a^T$ and $u_i$, with $Pu_i=u_i$ and $u_a^TP=0$, the first commutator is $\delta H_{ai}$ and the second is $(\varepsilon_a-\varepsilon_i)\,\delta P_{ai}$. Hence
\begin{equation}
\delta P_{ai}=-\frac{\delta H_{ai}}{\varepsilon_a-\varepsilon_i},\qquad
\delta P=\sum_{ai}\delta P_{ai}\,(u_au_i^T+u_iu_a^T).
\label{eq:dP}
\end{equation}
Degeneracies among occupied levels or among virtual levels do no harm, since only differences across the gap appear. The diagonal of $\delta P$ carries a factor 2 from the two terms in the bracket and the density carries a factor 2 for spin:
\begin{equation}
\delta\Phi_\mu=-\sum_{ai}A_{\mu,ai}\,\delta H_{ai},\qquad
A_{\mu,ai}=\frac{4\,T_{\mu,ai}}{\varepsilon_a-\varepsilon_i},\qquad T_{\mu,ai}=u_{a\mu}u_{i\mu}.
\label{eq:A}
\end{equation}
Each column of $T$ and of $A$ lies in $\mathcal{Z}$, because $\sum_\mu u_{a\mu}u_{i\mu}=u_a^Tu_i=0$. For a diagonal perturbation $\delta H_{ai}=\sum_\nu T_{\nu,ai}\,\delta v_\nu$, so $\delta\Phi=\chi_0\,\delta v$ with
\begin{equation}
\chi_0=-AT^T=-4\,TD^{-1}T^T,\qquad D=\operatorname{diag}(\varepsilon_a-\varepsilon_i)\ \ge g.
\label{eq:chi}
\end{equation}
The matrix $\chi_0$ is symmetric and negative semidefinite: charge leaves a site whose potential energy rises. With $\delta v=\gamma\,\delta n$ the Jacobian of $\Phi$ is $\mathcal{J}=\chi_0\gamma$, and it maps $\mathcal{Z}$ into $\mathcal{Z}$.

The product $\chi_0\gamma$ is not a symmetric matrix, and in the Euclidean norm its norm can exceed its spectral radius. In the $\gamma$ product it is self-adjoint, since $\langle y,\mathcal{J}z\rangle_\gamma=y^T\gamma\chi_0\gamma z$ is symmetric in $y$ and $z$, and it is nonpositive, since $\langle y,\mathcal{J}y\rangle_\gamma=(\gamma y)^T\chi_0(\gamma y)\le0$. There is therefore a basis $v_1,\dots,v_{M-1}$ of $\mathcal{Z}$ with $\langle v_j,v_l\rangle_\gamma=\delta_{jl}$ and $\mathcal{J}v_j=-\lambda_jv_j$, $\lambda_j\ge0$. The numbers $1+\lambda_j$ are the eigenvalues of the dielectric matrix $1-\mathcal{J}$ on $\mathcal{Z}$. For $y=\sum_jc_jv_j$ one has $\|G'y\|_\gamma^2=\sum_j\mu_j^2c_j^2$ with $G'=1-\alpha+\alpha\mathcal{J}$, so
\begin{equation}
\|G'(n)\|_\gamma=q(n)=\max_j|\mu_j|,\qquad \mu_j=1-\alpha(1+\lambda_j).
\label{eq:q}
\end{equation}
This is below 1 exactly when $\alpha(1+\lambda_{\max})<2$. We write $q_*=q(n^*)$.

\section{The result}

Let $C=2(2\gamma_{\max})^{1/2}$, in $\mathrm{J}^{1/2}$. Two assumptions are used. (A1) On the ball $\|n-n^*\|_\gamma\le\rho$, which contains $n_0$, the gap stays open and $q(n)\le q<1$. (A2) At every step $\varepsilon_{N+1}-\theta_N\ge\delta_0>0$.

(a) Adaptive tolerance. If at every step
\begin{equation}
C\,\frac{\|R_k\|_F}{\delta_0}\le\eta\,\|\tilde r_k\|_\gamma\quad\text{with}\quad\eta<\frac{1-q}{2},
\label{eq:adapt}
\end{equation}
then $e_{k+1}\le q_\eta e_k$ with $q_\eta=q+\eta(1+q)/(1-\eta)<1$.

(b) Fixed tolerance. If $\|R_k\|_F\le\tau$ at every step and $B=\alpha C\tau/[\delta_0(1-q)]\le\rho$, then $e_k\le q^ke_0+B$.

(c) Floor. A stationary state of \eqref{eq:iter} with $E\ne0$ has a nonzero error, bounded above and below by multiples of $\|E\|_\gamma$, although its computed SCF residual is zero. Such states exist under a fixed tolerance and are excluded by \eqref{eq:adapt}.

Two qualifications belong to the statement. Proportionality of $\|R_k\|_F/\delta_0$ to the SCF residual guarantees nothing unless the constant is small enough. A fixed tolerance does not force stagnation: it removes the guarantee of convergence below $B$, and whether the iteration stops above zero depends on how the solver uses the freedom the tolerance leaves.

\section{First derivation: forward error and contraction}

\subsection{From the residual to the projector}

Let $S=V_v^TX$, the $(M-N)\times N$ matrix of virtual components of the Ritz vectors, and $\delta=\varepsilon_{N+1}-\theta_N>0$. Multiplying the column $Hx_i-\theta_ix_i$ of $R$ by $u_a^T$ and using $u_a^TH=\varepsilon_au_a^T$ gives the exact relation
\begin{equation}
(\varepsilon_a-\theta_i)\,S_{ai}=(V_v^TR)_{ai}.
\end{equation}
Every factor obeys $\varepsilon_a-\theta_i\ge\varepsilon_{N+1}-\theta_N=\delta$. Squaring and summing over $a$ and $i$ gives $\delta^2\|S\|_F^2\le\|V_v^TR\|_F^2\le\|R\|_F^2$, where the last step holds because $V_v^T$ picks some of the components of each column in an orthonormal basis. This is the Davis--Kahan $\sin\theta$ bound. For the projectors, $\tilde P^2=\tilde P$ and $P^2=P$ give
\begin{equation}
\|\tilde P-P\|_F^2=\operatorname{tr}\tilde P+\operatorname{tr}P-2\operatorname{tr}(P\tilde P)=2N-2\|V_o^TX\|_F^2 .
\end{equation}
Completeness gives $\|V_o^TX\|_F^2+\|V_v^TX\|_F^2=\|X\|_F^2=N$. Therefore
\begin{equation}
\|\tilde P-P\|_F=\sqrt2\,\|S\|_F\le\sqrt2\,\frac{\|R\|_F}{\delta}.
\label{eq:dk}
\end{equation}

A rotation of the highest occupied orbital into the lowest virtual one shows that the constant cannot be improved and that the true gap $g$ cannot serve as the denominator. Take $x_N=\cos\varphi\,u_N+\sin\varphi\,u_{N+1}$ and the other vectors exact. Then $\theta_N=\varepsilon_N\cos^2\varphi+\varepsilon_{N+1}\sin^2\varphi=\varepsilon_N+g\sin^2\varphi$ and $\delta=g\cos^2\varphi$. The residual vector is
\begin{equation}
(\varepsilon_N-\theta_N)\cos\varphi\,u_N+(\varepsilon_{N+1}-\theta_N)\sin\varphi\,u_{N+1}
=g\sin\varphi\cos\varphi\,\bigl(-\sin\varphi\,u_N+\cos\varphi\,u_{N+1}\bigr),
\end{equation}
of norm $g\sin\varphi\cos\varphi$. The left side of \eqref{eq:dk} is $\sqrt2\sin\varphi$ and the right side is $\sqrt2\tan\varphi$, which agree as $\varphi\to0$. As $\varphi\to\pi/2$ the residual goes to zero while the projector error tends to $\sqrt2$: the solver has converged to an invariant subspace that omits $u_N$. A small residual divided by the true gap $g$ is then no bound at all. Assumption (A2) excludes this case.

When the Ritz value is on the right side, $\delta$ is close to $g$. Let $r^{(N)}$ be the last column of $R$ and expand $x_N=\sum_jb_ju_j$ with $\sum_jb_j^2=1$. Then $\|r^{(N)}\|_2^2=\sum_jb_j^2(\varepsilon_j-\theta_N)^2\ge\min_j(\varepsilon_j-\theta_N)^2$, so some eigenvalue lies within $\|r^{(N)}\|_2$ of $\theta_N$. If $\delta>\|r^{(N)}\|_2$, no virtual eigenvalue is that close, so the eigenvalue is occupied and $\theta_N\le\varepsilon_N+\|r^{(N)}\|_2$. Thus
\begin{equation}
\delta>\|r^{(N)}\|_2\quad\Longrightarrow\quad\delta\ge g-\|r^{(N)}\|_2 .
\end{equation}

\subsection{From the projector to the error recursion}

The diagonal entries are a subset of all entries, so $\|E\|_2=2\bigl(\sum_\mu(\tilde P-P)_{\mu\mu}^2\bigr)^{1/2}\le2\|\tilde P-P\|_F$. With \eqref{eq:dk} and (A2),
\begin{equation}
\|E\|_\gamma\le\gamma_{\max}^{1/2}\cdot2\cdot\sqrt2\,\frac{\|R\|_F}{\delta_0}=C\,\frac{\|R\|_F}{\delta_0}.
\label{eq:Ebound}
\end{equation}
For $n$ in the ball the segment $n^*+ty$, $0\le t\le1$, lies in the ball, and $G(n^*)=n^*$. Hence $G(n)-n^*=\int_0^1G'(n^*+ty)\,y\,dt$ and $\|G(n)-n^*\|_\gamma\le q\|y\|_\gamma$ by (A1). Subtracting $n^*$ from \eqref{eq:iter} and using the triangle inequality,
\begin{equation}
e_{k+1}\le q\,e_k+\alpha\|E_k\|_\gamma .
\label{eq:rec}
\end{equation}

\subsection{Adaptive tolerance}

Equations \eqref{eq:adapt} and \eqref{eq:Ebound} give $\|E\|_\gamma\le\eta\|\tilde r\|_\gamma$. The computed residual contains $E$ itself, so $\|E\|_\gamma\le\eta\|r+E\|_\gamma\le\eta\|r\|_\gamma+\eta\|E\|_\gamma$, and for $\eta<1$
\begin{equation}
\|E\|_\gamma\le\frac{\eta}{1-\eta}\,\|r\|_\gamma .
\end{equation}
The exact residual is bounded by the error through $G(n)-n=\alpha r$:
\begin{equation}
\alpha\|r\|_\gamma=\|(G(n)-n^*)-(n-n^*)\|_\gamma\le(1+q)\,e .
\label{eq:rle}
\end{equation}
Inserting both into \eqref{eq:rec}, the factor $\alpha$ cancels and
\begin{equation}
e_{k+1}\le\Bigl[q+\frac{\eta(1+q)}{1-\eta}\Bigr]e_k=q_\eta\,e_k .
\end{equation}
The condition $q_\eta<1$ reads $\eta(1+q)<(1-q)(1-\eta)$. Moving $\eta(1-q)$ to the left gives $\eta[(1+q)+(1-q)]<1-q$, that is $\eta<(1-q)/2$. Then $e_{k+1}\le e_k\le\rho$, so each iterate stays in the ball and the argument applies at the next step. This proves (a). For $\eta\to0$ the exact rate $q$ returns.

If only $q$ and $\|E\|\le\eta\|\tilde r\|$ are known, $q_\eta$ is the best possible bound. Take one mode with $G'=-q$. Then $\alpha r=G(n)-n=-(1+q)y$. Choose $E=\eta r/(1-\eta)$, which satisfies $|E|=\eta|r+E|$ because $r+E=r/(1-\eta)$. The next error is $y+\alpha(r+E)=[1-(1+q)/(1-\eta)]\,y=-q_\eta y$, since $(1+q)/(1-\eta)=(1+q)+\eta(1+q)/(1-\eta)$. For $\eta>(1-q)/2$ this iteration diverges although the solver error is exactly proportional to the SCF residual. The dangerous case is an overshooting mode, the one responsible for charge sloshing, amplified by a solver error parallel to the residual.

The solver can always meet \eqref{eq:adapt} when $n_k\neq n^*$. As it converges $R\to0$ and $\tilde r\to r$, and $r\ne0$, because $r=0$ would give $G(n)=n$ and $e\le qe$. The test has to be repeated with the current $\tilde n$ after each inner step. From the second step on, the residual of the previous step can serve instead. Since $\alpha\|\tilde r_{k-1}\|_\gamma=\|n_k-n_{k-1}\|_\gamma\le e_k+e_{k-1}$, \eqref{eq:rec} then gives $e_{k+1}\le(q+\eta)e_k+\eta e_{k-1}$, which still forces $e_k\to0$ for $\eta<(1-q)/2$, at a different rate.

\subsection{Fixed tolerance}

With $\|R_k\|_F\le\tau$, \eqref{eq:Ebound} and \eqref{eq:rec} give $e_{k+1}\le qe_k+(1-q)B$ by the definition of $B$. If $e_k\le\rho$ and $B\le\rho$ then $e_{k+1}\le q\rho+(1-q)\rho=\rho$, so the ball is invariant. Applying the recursion $k$ times,
\begin{equation}
e_k\le q^ke_0+(1-q)B\sum_{m=0}^{k-1}q^m=q^ke_0+B(1-q^k)\le q^ke_0+B,
\end{equation}
which is (b). The factor $\alpha$ in $B$ suggests that weaker mixing lowers the bound. It does so only while an overshooting mode sets the rate: then $q=\alpha(1+\lambda_{\max})-1$ and $\alpha/(1-q)=\alpha/[2-\alpha(1+\lambda_{\max})]$ falls as $\alpha$ is reduced. Once the weakly screened mode sets the rate the gain stops. For small $\alpha$ all $\mu_j$ are positive, the rate is $q=1-\alpha(1+\lambda_{\min})$ with $\lambda_{\min}$ the smallest value on the ball, and $\alpha/(1-q)=1/(1+\lambda_{\min})$ is independent of $\alpha$. Weaker mixing injects less error per step and takes proportionally more steps to remove it.

Under (A1) and (A2), a sufficiently tight adaptive tolerance gives linear convergence, while a fixed tolerance guarantees only that the error falls to within $B$. It remains to prove the floor result (c), to rederive the results from backward error and response modes, and to compare the two derivations and test them on an example.
